# Combining two independent thickness measurements with unequal uncertainties: a program that tests the result

```python
"""Combining two independent measurements of one film thickness.

Result under test: for readings x1, x2 (nm) with standard uncertainties
s1, s2 (nm) and independent zero-mean errors, the unbiased linear
combination of least variance is
    t_best = (x1/s1^2 + x2/s2^2) / (1/s1^2 + 1/s2^2)
    u      = (1/s1^2 + 1/s2^2)^(-1/2)
w is the weight of x1, and 1 - w is the weight of x2.
c is the standard deviation of an error shared by both readings.
"""
from itertools import product
from math import erfc, exp, isclose, sqrt

from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.stats import norm

x1, s1 = 10.0, 0.2
x2, s2 = 10.4, 0.4
c = 0.1

# Derived formulas
precision = 1 / s1**2 + 1 / s2**2
t_best = (x1 / s1**2 + x2 / s2**2) / precision
u = precision**-0.5
w_best = s2**2 / (s1**2 + s2**2)
plain_mean = (x1 + x2) / 2
u_plain = sqrt(s1**2 + s2**2) / 2
s_diff = sqrt(s1**2 + s2**2)
z = abs(x2 - x1) / s_diff
p_diff = erfc(z / sqrt(2))
u_shared = sqrt(w_best**2 * s1**2 + (1 - w_best)**2 * s2**2
                + 2 * w_best * (1 - w_best) * c**2)

# A skewed two-valued error with zero mean and unit variance:
# pairs of (value, probability)
SKEWED = [(-0.5, 0.8), (2.0, 0.2)]


def enumerate_moments(a, b, true_t, shared=0.0):
    """Mean and variance of a*x1 + b*x2 summed over all error outcomes."""
    own1 = sqrt(s1**2 - shared**2)
    own2 = sqrt(s2**2 - shared**2)
    outcomes = []
    for (e1, p1), (e2, p2), (e0, p0) in product(SKEWED, repeat=3):
        reading1 = true_t + own1 * e1 + shared * e0
        reading2 = true_t + own2 * e2 + shared * e0
        outcomes.append((a * reading1 + b * reading2, p1 * p2 * p0))
    mean = sum(v * p for v, p in outcomes)
    variance = sum((v - mean)**2 * p for v, p in outcomes)
    return mean, variance


# Weights that sum to one are unbiased; other weights are not
for true_t in (3.0, 10.0, 25.0):
    assert isclose(enumerate_moments(0.3, 0.7, true_t)[0], true_t)
    assert abs(enumerate_moments(0.3, 0.6, true_t)[0] - true_t) > 0.1

# Completed square for the variance, at several weights
for w in (-0.2, 0.1, 0.5, 0.9, 1.3):
    square = s_diff**2 * (w - w_best)**2 + s1**2 * s2**2 / s_diff**2
    assert isclose(enumerate_moments(w, 1 - w, 10.0)[1], square,
                   rel_tol=1e-9)

# Numerical minimum of the enumerated variance
found = minimize_scalar(lambda w: enumerate_moments(w, 1 - w, 10.0)[1],
                        bracket=(0.0, 1.0))
assert abs(found.x - w_best) < 1e-6
assert isclose(sqrt(found.fun), u, rel_tol=1e-9)
assert abs(found.x * x1 + (1 - found.x) * x2 - t_best) < 1e-6

# Plain average: enumerated width, and worse than the first reading alone
assert isclose(sqrt(enumerate_moments(0.5, 0.5, 10.0)[1]), u_plain)
assert u < s1 < u_plain


def posterior(sd1, sd2):
    """Mean, width and one-sigma content of the Gaussian posterior."""
    def density(t):
        return exp(-((t - x1) / sd1)**2 / 2 - ((t - x2) / sd2)**2 / 2)

    def integral(f, lo=8.0, hi=12.5):
        return quad(f, lo, hi, points=[10.0, 10.2], limit=200,
                    epsabs=1e-13)[0]

    area = integral(density)
    mean = integral(lambda t: t * density(t)) / area
    width = sqrt(integral(lambda t: (t - mean)**2 * density(t)) / area)
    inside = quad(density, mean - width, mean + width)[0] / area
    return mean, width, inside


post_mean, post_width, content = posterior(s1, s2)
assert abs(post_mean - t_best) < 1e-7
assert abs(post_width - u) < 1e-7
assert abs(content - (norm.cdf(1) - norm.cdf(-1))) < 1e-6

# Stated intervals read as two standard deviations: same kind comes back
mean_k2, width_k2, _ = posterior(s1 / 2, s2 / 2)
assert abs(mean_k2 - t_best) < 1e-7
assert abs(2 * width_k2 - u) < 1e-7

# Width of the difference, and probability of one at least this large
assert isclose(sqrt(enumerate_moments(-1, 1, 10.0)[1]), s_diff)
gap = abs(x2 - x1)
p_integrated = quad(
    lambda e: norm.pdf(e, scale=s1) * (norm.sf(e + gap, scale=s2)
                                       + norm.cdf(e - gap, scale=s2)),
    -2.0, 2.0, points=[0.0], limit=200)[0]
assert abs(p_integrated - p_diff) < 1e-7

# Explicit common error in both readings, same weights kept
variance_shared = enumerate_moments(w_best, 1 - w_best, 10.0, shared=c)[1]
assert isclose(sqrt(variance_shared), u_shared, rel_tol=1e-9)
assert u_shared > u

# The rounded result named in the exercise
assert f"{t_best:.2f}" == "10.08" and f"{u:.2f}" == "0.18"

print(f"First reading x1 = {x1:.1f} nm, s1 = {s1:.1f} nm")
print(f"Second reading x2 = {x2:.1f} nm, s2 = {s2:.1f} nm")
print(f"1/s1^2 = {1 / s1**2:.2f} nm^-2")
print(f"1/s2^2 = {1 / s2**2:.2f} nm^-2")
print(f"Sum of inverse variances = {precision:.2f} nm^-2")
print(f"Weight of first reading = {w_best:.3f}")
print(f"Weight of second reading = {1 - w_best:.3f}")
print(f"Combined thickness = {t_best:.4f} nm")
print(f"Combined variance = {u**2:.4f} nm^2")
print(f"Combined standard uncertainty = {u:.4f} nm")
print(f"Rounded result = {t_best:.2f} +/- {u:.2f} nm")
print(f"Plain average = {plain_mean:.2f} nm")
print(f"Uncertainty of plain average = {u_plain:.4f} nm")
print(f"Posterior mean by integration = {post_mean:.4f} nm")
print(f"Posterior width by integration = {post_width:.4f} nm")
print(f"Posterior content within one width = {100 * content:.1f} %")
print(f"Difference x2 - x1 = {x2 - x1:.1f} nm")
print(f"Standard deviation of difference = {s_diff:.4f} nm")
print(f"Ratio z = {z:.3f}")
print(f"Probability of a difference this large = {100 * p_diff:.1f} %")
print(f"Shared error c = {c:.1f} nm")
print(f"Uncertainty with shared error = {u_shared:.4f} nm")
print("PASS")
```

It prints:

```
First reading x1 = 10.0 nm, s1 = 0.2 nm
Second reading x2 = 10.4 nm, s2 = 0.4 nm
1/s1^2 = 25.00 nm^-2
1/s2^2 = 6.25 nm^-2
Sum of inverse variances = 31.25 nm^-2
Weight of first reading = 0.800
Weight of second reading = 0.200
Combined thickness = 10.0800 nm
Combined variance = 0.0320 nm^2
Combined standard uncertainty = 0.1789 nm
Rounded result = 10.08 +/- 0.18 nm
Plain average = 10.20 nm
Uncertainty of plain average = 0.2236 nm
Posterior mean by integration = 10.0800 nm
Posterior width by integration = 0.1789 nm
Posterior content within one width = 68.3 %
Difference x2 - x1 = 0.4 nm
Standard deviation of difference = 0.4472 nm
Ratio z = 0.894
Probability of a difference this large = 37.1 %
Shared error c = 0.1 nm
Uncertainty with shared error = 0.1876 nm
PASS
```
